**Hubbard-I Green function and the two conductance peaks of an Anderson dot**

The program tests $1/G=1/g+i\Gamma/2$, with $g=(1-n)/(\omega-e)+n/(\omega-e-U)$, and the two conductance peaks that follow for $\Gamma\ll kT\ll U$. Here $e$ is the level energy from the Fermi level, $U$ the repulsion, $n$ the occupation per spin, and $\Gamma=\Gamma_L+\Gamma_R$ the total tunnel width. It asserts the operator commutators in a small Fock space, the isolated-dot weights from a Lehmann sum, and the solution of the truncated equations with an explicit discrete lead. It also asserts agreement with noninteracting wave matching, with a four-state master equation for the conductance, and with direct quadrature of the thermal integrals. Numerical maximization confirms peaks at $e=\tfrac{kT}{2}\ln2$ and $e=-U-\tfrac{kT}{2}\ln2$, with equal heights. For $U=2$ meV, $kT=0.1$ meV and $\Gamma_L=\Gamma_R=0.005$ meV, the output shows peaks at gate voltages of 9.65 and 30.35 mV, each 2.09 microsiemens high in the small-$\Gamma$ limit. At finite $\Gamma$ the Hubbard-I height is 2.0% below that limit, and 1.0% below when $\Gamma$ is halved.

## Numerical check

```python
"""
Result under test: the Hubbard-I Green function of an Anderson dot,
    1/G = 1/g + i*Gamma/2,  g = (1-n)/(w-e) + n/(w-e-U),
and its two linear-conductance peaks for Gamma << kT << U, at
    e = +(kT/2) ln 2  and  e = -U - (kT/2) ln 2,
both of height 2 pi (GL GR/Gamma) (3 - 2 sqrt 2)/kT in units of 2e^2/h.
Symbols: e level energy from the Fermi level, U repulsion, n occupation per
spin, GL and GR tunnel widths, Gamma = GL + GR, kT thermal energy (all meV).
The 'related' scheme gives both poles the same full width Gamma.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, expit


def green(w, e, U, n, sigma):
    """Hubbard-I Green function written without dividing by g."""
    numerator = w - e - U * (1 - n)
    return numerator / ((w - e) * (w - e - U) - sigma * numerator)


def poles_and_residues(e, U, gamma, n, scheme="hubbard"):
    if scheme == "related":
        return (np.array([e - 0.5j * gamma, e + U - 0.5j * gamma]),
                np.array([1 - n, n], dtype=complex))
    x = np.roots([1, -U + 0.5j * gamma, -0.5j * gamma * U * (1 - n)])
    x = x[np.argsort(x.real)]
    residues = np.array([(x[0] - U * (1 - n)) / (x[0] - x[1]),
                         (x[1] - U * (1 - n)) / (x[1] - x[0])])
    return e + x, residues


def filling(e, U, gamma, kT, n, scheme="hubbard"):
    """Integral of f A / (2 pi) at a given trial n."""
    p, r = poles_and_residues(e, U, gamma, n, scheme)
    return 0.5 - np.sum(r * digamma(0.5 + 1j * p / (2 * np.pi * kT))).imag / np.pi


def thermal_window(e, U, gamma, kT, n, scheme="hubbard"):
    """Integral of (-df/dw) A."""
    p, r = poles_and_residues(e, U, gamma, n, scheme)
    total = sum(complex(rj) * complex(mp.psi(1, mp.mpc(0.5 + 1j * pj / (2 * np.pi * kT))))
                for pj, rj in zip(p, r))
    return total.real / (np.pi * kT)


def broadened(e, U, gl, gr, kT, scheme="hubbard"):
    """Self-consistent n and conductance in 2e^2/h at finite Gamma."""
    gamma = gl + gr
    n = brentq(lambda t: filling(e, U, gamma, kT, t, scheme) - t, 0, 1, xtol=1e-14)
    return n, gl * gr / gamma * thermal_window(e, U, gamma, kT, n, scheme)


def narrow(e, U, gl, gr, kT):
    """n and conductance in 2e^2/h for Gamma << kT."""
    f1, f2 = expit(-e / kT), expit(-(e + U) / kT)
    n = f1 / (1 + f1 - f2)
    bracket = (1 - n) * f1 * (1 - f1) + n * f2 * (1 - f2)
    return n, 2 * np.pi * gl * gr / (gl + gr) / kT * bracket


def find_peak(function, centre, halfwidth):
    best = minimize_scalar(lambda x: -function(x), method="bounded",
                           bounds=(centre - halfwidth, centre + halfwidth),
                           options={"xatol": 1e-10})
    return best.x, -best.fun


# Operator equations of motion in the Fock space of dot plus one lead orbital
def annihilator(mode, modes=4):
    matrix = np.eye(1)
    for j in range(modes):
        factor = np.diag([1.0, -1.0]) if j < mode else np.eye(2)
        if j == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        matrix = np.kron(matrix, factor)
    return matrix


du, dd, cu, cd = [annihilator(j) for j in range(4)]
nu, nd = du.T @ du, dd.T @ dd
et, Ut, vt, lead = -0.37, 1.3, 0.45, 0.21
H0 = et * (nu + nd) + Ut * nu @ nd + lead * (cu.T @ cu + cd.T @ cd)
H = H0 + vt * (du.T @ cu + cu.T @ du + dd.T @ cd + cd.T @ dd)
assert np.allclose(du @ H - H @ du, et * du + Ut * nd @ du + vt * cu)
B = nd @ du
assert np.allclose(B @ H - H @ B, (et + Ut) * B + vt * nd @ cu
                   + vt * (dd.T @ cd @ du - cd.T @ dd @ du))
assert np.allclose(B @ du.T + du.T @ B, nd)

# Isolated dot: Lehmann weights and thermal occupation
kt_test = 0.4
energies = np.diag(H0)
prob = np.exp(-energies / kt_test)
prob /= prob.sum()
n_exact = np.sum(prob * np.diag(nd))
weights = du**2 * (prob[:, None] + prob[None, :])
gaps = energies[None, :] - energies[:, None]
low = weights[np.isclose(gaps, et)].sum()
high = weights[np.isclose(gaps, et + Ut)].sum()
assert np.allclose([low, high], [1 - n_exact, n_exact])
assert np.isclose(narrow(et, Ut, 1, 1, kt_test)[0], n_exact)

# Truncated equations solved with an explicit discrete lead
levels = np.arange(-40, 40, 0.1) + 0.05
N, gt, nt, w = len(levels), 0.5, 0.3, 0.3 + 0.2j
v = np.sqrt(gt * 0.1 / (2 * np.pi))
sigma_sum = np.sum(v**2 / (w - levels))
M = np.zeros((N + 2, N + 2), dtype=complex)
M[0, 0], M[0, 1], M[0, 2:] = w - et, -Ut, -v
M[1, 1], M[1, 2:] = w - et - Ut, -nt * v
M[2:, 0] = -v
M[np.arange(2, N + 2), np.arange(2, N + 2)] = w - levels
rhs = np.zeros(N + 2, dtype=complex)
rhs[:2] = 1, nt
G_solved = np.linalg.solve(M, rhs)[0]
assert np.isclose(G_solved, green(w, et, Ut, nt, sigma_sum), rtol=1e-9)
# finite band and finite level spacing limit the next agreement
assert abs(G_solved / green(w, et, Ut, nt, -0.5j * gt) - 1) < 1e-2
# related scheme: the mixed correlator obeys its own lead equation
M2 = np.zeros((2 * N + 2, 2 * N + 2), dtype=complex)
M2[:N + 2, :N + 2] = M
M2[1, 2:N + 2] = 0
M2[1, N + 2:] = -v
M2[N + 2:, 1] = -v
M2[np.arange(N + 2, 2 * N + 2), np.arange(N + 2, 2 * N + 2)] = w - levels
G_related = np.linalg.solve(M2, np.concatenate([rhs, np.zeros(N)]))[0]
p, r = poles_and_residues(et, Ut, gt, nt, "related")
assert abs(G_related / np.sum(r / (w - p)) - 1) < 1e-2

# Noninteracting transmission by wave matching on a chain at band centre
hop, vl, vr, level = 1.0, 0.3, 0.4, 0.07
phase = 1j
A3 = np.array([[hop, 0, -vl], [0, hop, -vr],
               [vl * phase, vr * phase, -level]], dtype=complex)
amp = np.linalg.solve(A3, np.array([-hop, 0, -vl / phase]))
gl3, gr3 = 2 * vl**2 / hop, 2 * vr**2 / hop
G0 = green(0.0, level, 0.0, 0.3, -0.5j * (gl3 + gr3))
assert np.isclose(abs(amp[1])**2, gl3 * gr3 / (gl3 + gr3) * (-2 * G0.imag))


# Conductance from a four-state master equation (empty, up, down, double)
def master_current(bias, e, U, gl, gr, kT):
    lead_rates = []
    for width, mu in ((gl, bias / 2), (gr, -bias / 2)):
        f1, f2 = expit(-(e - mu) / kT), expit(-(e + U - mu) / kT)
        R = np.zeros((4, 4))
        for s in (1, 2):
            R[s, 0], R[0, s] = width * f1, width * (1 - f1)
            R[3, s], R[s, 3] = width * f2, width * (1 - f2)
        lead_rates.append(R)
    total = sum(lead_rates)
    K = total - np.diag(total.sum(axis=0))
    K[0] = 1
    P = np.linalg.solve(K, [1, 0, 0, 0])
    charge = np.array([0, 1, 1, 2])
    return np.sum(lead_rates[0] * (charge[:, None] - charge[None, :]) * P[None, :])


for e_test in (-0.4, -0.21, -0.05, 0.08):
    args = (e_test, 0.3, 0.004, 0.007, 0.1)
    dv = 1e-4
    slope = (master_current(dv, *args) - master_current(-dv, *args)) / (2 * dv)
    assert np.isclose(np.pi * slope, narrow(*args)[1], rtol=1e-5)

# Worked example
U, kT, GL, GR = 2.0, 0.1, 0.005, 0.005
gamma = GL + GR
e0, lever = 1.0, 0.1
shift = 0.5 * kT * np.log(2)
height = 2 * np.pi * GL * GR / gamma * (3 - 2 * np.sqrt(2)) / kT

# Pole expansion, unit transmission and transmission zero
n_fix = 0.3
p, r = poles_and_residues(0.0, U, gamma, n_fix)
first_order = np.array([-0.5j * (1 - n_fix) * gamma, U - 0.5j * n_fix * gamma])
assert np.max(abs(p - first_order)) < gamma**2 / U
assert np.max(abs(r - np.array([1 - n_fix, n_fix]))) < gamma / U
T_pole = -2 * GL * GR / gamma * green(0.0, 0.0, U, n_fix, -0.5j * gamma).imag
assert np.isclose(T_pole, 4 * GL * GR / gamma**2)
assert abs(green(U * (1 - n_fix), 0.0, U, n_fix, -0.5j * gamma)) < 1e-10


# Thermal integrals against quadrature
def spectral(x):
    return -2 * green(x, 0.03, U, n_fix, -0.5j * gamma).imag


def occupied(x):
    return expit(-x / kT) * spectral(x) / (2 * np.pi)


q_fill = (quad(occupied, -np.inf, -1, epsabs=1e-11)[0]
          + quad(occupied, -1, 1, points=[0.03], limit=300)[0]
          + quad(occupied, 1, 6, points=[U + 0.03], limit=300)[0])
assert abs(q_fill - filling(0.03, U, gamma, kT, n_fix)) < 1e-6
q_window = quad(lambda x: expit(x / kT) * expit(-x / kT) / kT * spectral(x),
                -4, 4, points=[0.03, U + 0.03], limit=400)[0]
assert np.isclose(q_window, thermal_window(0.03, U, gamma, kT, n_fix), rtol=1e-6)

# Peaks for Gamma << kT: number, position, height
scan = narrow(np.linspace(-3, 1, 2001), U, GL, GR, kT)[1]
n_maxima = int(np.sum((scan[1:-1] > scan[:-2]) & (scan[1:-1] > scan[2:])))
assert n_maxima == 2
peak1 = find_peak(lambda x: narrow(x, U, GL, GR, kT)[1], 0.0, 0.3)
peak2 = find_peak(lambda x: narrow(x, U, GL, GR, kT)[1], -U, 0.3)
assert abs(peak1[0] - shift) < 1e-6 and abs(peak2[0] + U + shift) < 1e-6
assert np.allclose([peak1[1], peak2[1]], height, rtol=1e-6)
n1, n2 = narrow(peak1[0], U, GL, GR, kT)[0], narrow(peak2[0], U, GL, GR, kT)[0]
assert np.allclose([n1, n2], [1 - 1 / np.sqrt(2), 1 / np.sqrt(2)], atol=1e-5)

# Peaks at finite Gamma and their approach to the limit
full1 = find_peak(lambda x: broadened(x, U, GL, GR, kT)[1], 0.0, 0.3)
full2 = find_peak(lambda x: broadened(x, U, GL, GR, kT)[1], -U, 0.3)
assert np.isclose(full1[1], full2[1], rtol=1e-7)
assert abs(full1[0] + full2[0] + U) < 1e-5
half = find_peak(lambda x: broadened(x, U, GL / 2, GR / 2, kT)[1], 0.0, 0.3)
related = find_peak(lambda x: broadened(x, U, GL, GR, kT, "related")[1], 0.0, 0.3)
related_half = find_peak(
    lambda x: broadened(x, U, GL / 2, GR / 2, kT, "related")[1], 0.0, 0.3)
dev, dev_half = full1[1] / height - 1, half[1] / (height / 2) - 1
dev_rel, dev_rel_half = related[1] / height - 1, related_half[1] / (height / 2) - 1
assert abs(dev) < 0.05 and abs(dev_rel) < 0.05
assert 1.7 < dev / dev_half < 2.3 and 1.7 < dev_rel / dev_rel_half < 2.3

# Output
quantum = 2 * const.e**2 / const.h * 1e6
gate1, gate2 = (e0 - peak1[0]) / lever, (e0 - peak2[0]) / lever
print(f"U = {U:.3f} meV, kT = {kT:.3f} meV, GL = {GL:.4f} meV, GR = {GR:.4f} meV")
print(f"temperature = {kT * 1e-3 * const.e / const.k:.4f} K")
print(f"level at zero gate = {e0:.3f} meV, lever arm = {lever:.3f} meV per mV")
print(f"conductance unit 2e^2/h = {quantum:.4f} microsiemens")
print(f"peak shift (kT/2) ln 2 = {shift:.5f} meV")
print("Limit Gamma << kT:")
print(f"  number of maxima in gate scan = {n_maxima}")
print(f"  peak 1: e = {peak1[0]:.5f} meV, gate = {gate1:.4f} mV, n = {n1:.5f}")
print(f"  peak 2: e = {peak2[0]:.5f} meV, gate = {gate2:.4f} mV, n = {n2:.5f}")
print(f"  f(e) at peak 1 = {expit(-peak1[0] / kT):.5f}")
print(f"  gate separation = {gate2 - gate1:.4f} mV, U/lever = {U / lever:.4f} mV")
print(f"  height 1 = {peak1[1]:.6f}, height 2 = {peak2[1]:.6f} (2e^2/h)")
print(f"  height = {peak1[1] * quantum:.4f} microsiemens")
print(f"  ratio to U = 0 peak = {peak1[1] / narrow(0., 0., GL, GR, kT)[1]:.5f}")
print("Finite Gamma, Hubbard-I, self-consistent n:")
print(f"  peak 1: e = {full1[0]:.5f} meV, height = {full1[1]:.6f} (2e^2/h)")
print(f"  peak 2: e = {full2[0]:.5f} meV, height = {full2[1]:.6f} (2e^2/h)")
print(f"  height deviation from limit = {100 * dev:.3f} percent")
print(f"  same with Gamma halved = {100 * dev_half:.3f} percent")
print(f"  related scheme: height = {related[1]:.6f} (2e^2/h), "
      f"deviation = {100 * dev_rel:.3f} percent")
print(f"Poles at e = 0 and fixed n = {n_fix:.2f}:")
for name, pj, rj in zip(("lower", "upper"), p, r):
    print(f"  {name}: energy = {pj.real:.6f} meV, full width = {-2 * pj.imag:.6f} meV, "
          f"Re weight = {rj.real:.5f}")
print(f"  transmission at w = e: {T_pole:.5f}")
print("Gate sweep: gate (mV), e (meV), n, limit and finite-Gamma G (2e^2/h)")
for gate in (5, 8, 10, 12, 15, 20, 25, 28, 30, 32, 35):
    e_gate = e0 - lever * gate
    n_lim, g_lim = narrow(e_gate, U, GL, GR, kT)
    g_full = broadened(e_gate, U, GL, GR, kT)[1]
    print(f"  {gate:3d} {e_gate:7.3f} {n_lim:8.5f} {g_lim:.4e} {g_full:.4e}")
print(f"cotunnelling scale (Gamma/U)^2 = {(gamma / U)**2:.3e}")
print("success")
```

It prints:

```
U = 2.000 meV, kT = 0.100 meV, GL = 0.0050 meV, GR = 0.0050 meV
temperature = 1.1605 K
level at zero gate = 1.000 meV, lever arm = 0.100 meV per mV
conductance unit 2e^2/h = 77.4809 microsiemens
peak shift (kT/2) ln 2 = 0.03466 meV
Limit Gamma << kT:
  number of maxima in gate scan = 2
  peak 1: e = 0.03466 meV, gate = 9.6534 mV, n = 0.29289
  peak 2: e = -2.03466 meV, gate = 30.3466 mV, n = 0.70711
  f(e) at peak 1 = 0.41421
  gate separation = 20.6931 mV, U/lever = 20.0000 mV
  height 1 = 0.026951, height 2 = 0.026951 (2e^2/h)
  height = 2.0882 microsiemens
  ratio to U = 0 peak = 0.68629
Finite Gamma, Hubbard-I, self-consistent n:
  peak 1: e = 0.03439 meV, height = 0.026409 (2e^2/h)
  peak 2: e = -2.03439 meV, height = 0.026409 (2e^2/h)
  height deviation from limit = -2.009 percent
  same with Gamma halved = -1.014 percent
  related scheme: height = 0.026217 (2e^2/h), deviation = -2.721 percent
Poles at e = 0 and fixed n = 0.30:
  lower: energy = 0.000003 meV, full width = 0.007000 meV, Re weight = 0.70000
  upper: energy = 1.999997 meV, full width = 0.003000 meV, Re weight = 0.30000
  transmission at w = e: 1.00000
Gate sweep: gate (mV), e (meV), n, limit and finite-Gamma G (2e^2/h)
    5   0.500  0.00665 1.0373e-03 1.1689e-03
    8   0.200  0.10651 1.4736e-02 1.4681e-02
   10   0.000  0.33333 2.6180e-02 2.5682e-02
   12  -0.200  0.46831 8.7688e-03 8.7565e-03
   15  -0.500  0.49832 5.2391e-04 5.4293e-04
   20  -1.000  0.50000 7.1308e-06 8.3277e-06
   25  -1.500  0.50168 5.2391e-04 5.4293e-04
   28  -1.800  0.53169 8.7688e-03 8.7565e-03
   30  -2.000  0.66667 2.6180e-02 2.5682e-02
   32  -2.200  0.89349 1.4736e-02 1.4681e-02
   35  -2.500  0.99335 1.0373e-03 1.1689e-03
cotunnelling scale (Gamma/U)^2 = 2.500e-05
success
```
